# Choosing the broadening and iteration count for surface Green functions: test program

```python
# Result under test: n steps of Lopez Sancho decimation give exactly the surface
# Green function of a slab of 2**n principal layers; the remaining error decays
# as exp(-r 2**n), where r is fixed by the Bloch factors at z = E + i eta.
# h0, h1, h2: Wannier blocks within a cell and to the next two cells (eV).
# H00, H01: blocks within a principal layer (two cells) and to the next layer.
# delta: allowed spectral-norm error of the surface Green function (1/eV).
import numpy as np
from scipy.linalg import eig
from scipy.optimize import brentq, minimize_scalar

inv = np.linalg.inv
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
mass, ky, hop2 = -1.2, 0.4, 0.1 + 0.05j
h0 = np.sin(ky) * sy + (mass + np.cos(ky)) * sz
h1 = (sz - 1j * sx) / 2
h2 = hop2 * np.eye(2)
H00 = np.block([[h0, h1], [h1.conj().T, h0]])
H01 = np.block([[h2, np.zeros((2, 2))], [h1, h2]])
H10 = H01.conj().T
I4 = np.eye(4)
delta = 1e-6


def norm(a):
    return np.linalg.norm(a, 2)


def decimate(z, steps, onsite=H00, hop=H01):
    """List of (surface G, e, a, b) after 0, 1, ..., steps decimations."""
    one = np.eye(len(onsite))
    es, e = onsite.astype(complex), onsite.astype(complex)
    a, b = hop.astype(complex), hop.conj().T.astype(complex)
    out = [(inv(z * one - es), e, a, b)]
    for _ in range(steps):
        d = inv(z * one - e)
        adb, bda = a @ d @ b, b @ d @ a
        es, e = es + adb, e + adb + bda
        a, b = a @ d @ a, b @ d @ b
        out.append((inv(z * one - es), e, a, b))
    return out


def slab(layers):
    """Slab Hamiltonian built cell by cell from the Wannier blocks."""
    m = 2 * layers
    up = np.kron(np.eye(m, k=1), h1) + np.kron(np.eye(m, k=2), h2)
    return np.kron(np.eye(m), h0) + up + up.conj().T


def slab_green(z, layers):
    return inv(z * np.eye(4 * layers) - slab(layers))


def bloch_solution(z):
    """Half-infinite surface G and round-trip decay rate from Bloch factors."""
    zero = np.zeros((4, 4))
    lam, vec = eig(np.block([[zero, I4], [-H10, z * I4 - H00]]),
                   np.block([[I4, zero], [zero, H01]]))
    inside = np.abs(lam) < 1
    assert inside.sum() == 4
    u = vec[:4, inside]
    transfer = u @ np.diag(lam[inside]) @ inv(u)
    rate = np.log(np.abs(lam[~inside]).min() / np.abs(lam[inside]).max())
    return inv(z * I4 - H00 - H01 @ transfer), rate


def bands(k):
    up = h1 * np.exp(1j * k) + h2 * np.exp(2j * k)
    return np.linalg.eigvalsh(h0 + up + up.conj().T)


def upper(k):
    return bands(k)[1]


def steps_needed(errors):
    """First index from which all errors stay below delta."""
    bad = [i for i, x in enumerate(errors) if x >= delta]
    assert not bad or bad[-1] < len(errors) - 1
    return bad[-1] + 1 if bad else 0


# Bulk bands, energies of interest, speeds per principal-layer phase
kgrid = np.linspace(0, 2 * np.pi, 2001)
eb = np.array([bands(k) for k in kgrid])
top = minimize_scalar(lambda k: -upper(k), bounds=(2.3, 4.0),
                      method="bounded", options={"xatol": 1e-9})
e_top, k_top = -top.fun, top.x
half_width = (e_top - eb.min()) / 2
gap_low, gap_high = eb[:, 0].max(), eb[:, 1].min()
e_band, e_gap = 1.2, 0.0
f = eb[:, 1] - e_band
roots = [brentq(lambda k: upper(k) - e_band, kgrid[i], kgrid[i + 1])
         for i in range(len(f) - 1) if f[i] * f[i + 1] < 0]
assert len(roots) == 2 and gap_low < e_gap < gap_high < e_band < e_top
speeds = [(upper(k + 1e-5) - upper(k - 1e-5)) / 2e-5 / 2 for k in roots]
assert speeds[0] * speeds[1] < 0
dk = 1e-3
curv = abs(upper(k_top + dk) - 2 * upper(k_top) + upper(k_top - dk)) / dk**2 / 4
ev, psi = np.linalg.eigh(slab(30))
weight = np.sum(np.abs(psi[:4])**2, axis=0)
weight[(ev < gap_low + 0.01) | (ev > gap_high - 0.01)] = 0
e_surf, z_surf = ev[weight.argmax()], weight.max()
assert z_surf > 0.3 and abs(e_surf - e_gap) > 0.05

print("mass, ky, hop2 (eV, rad, eV):", mass, ky, hop2)
print(f"gap from {gap_low:.4f} to {gap_high:.4f} eV")
print(f"top of upper band {e_top:.4f} eV, half-width D {half_width:.4f} eV")
print(f"in-band energy {e_band} eV, gap energy {e_gap} eV")
print(f"speeds per layer phase {speeds[0]:.4f}, {speeds[1]:.4f} eV")
print(f"curvature at band top per layer phase^2 {curv:.4f} eV")
print(f"surface state {e_surf:.4f} eV, weight on layer 0 {z_surf:.4f}")
print(f"error target delta {delta:.0e} 1/eV")

# Which slab does step n reproduce?
z = e_band + 0.01j
dec = decimate(z, 6)
slabs = [slab_green(z, m)[:4, :4] for m in range(1, 41)]
print("step n: matching slab layers, mismatch (1/eV), next best (1/eV)")
for n in range(6):
    dist = np.array([norm(dec[n][0] - s) for s in slabs])
    best = dist.argmin() + 1
    second = np.sort(dist)[1]
    assert best == 2**n and dist.min() < 1e-10 and second > 1e-4
    print(f"  {n}: {best:3d}  {dist.min():.1e}  {second:.1e}")

# Renormalised blocks are those of the eliminated interior (layers 1 to 7)
gi = slab_green(z, 7)
_, e3, a3, b3 = dec[3]
assert norm(a3 - H01 @ gi[:4, -4:] @ H01) < 1e-10
assert norm(b3 - H10 @ gi[-4:, :4] @ H10) < 1e-10
assert norm(e3 - H00 - H01 @ gi[:4, :4] @ H10
            - H10 @ gi[-4:, -4:] @ H01) < 1e-10
for _, e, _, _ in dec:
    m = z * I4 - e
    assert np.linalg.eigvalsh((m - m.conj().T) / 2j).min() > 0.01 - 1e-10

# Exact error from deleting layer N, and the exact change between two steps
g, _ = bloch_solution(z)
assert norm(g - inv(z * I4 - H00 - H01 @ g @ H10)) < 1e-9
N = 4
gb = slab_green(z, N)[-4:, -4:]
gNN_inv = z * I4 - H00 - H01 @ g @ H10 - H10 @ gb @ H01
mp = np.linalg.matrix_power
err_formula = g @ mp(H01 @ g, N) @ gNN_inv @ mp(g @ H10, N) @ g
assert norm(g - slabs[N - 1] - err_formula) < 1e-9
change = dec[3][0] @ a3 @ inv(z * I4 - e3) @ b3 @ dec[4][0]
assert norm(slabs[15] - slabs[7] - change) < 1e-9

# Moments shared by a 3-layer slab and a much thicker one
small, large = slab(3), slab(12)
first = next(m for m in range(20) if norm(
    mp(small, m)[:4, :4] - mp(large, m)[:4, :4]) > 1e-10)
assert first == 2 * 3
print("first moment order that differs for a 3-layer slab:", first)

# Convergence table and layer-by-layer growth at the largest broadening
eta0 = 0.016
z = e_band + 1j * eta0
g, rate = bloch_solution(z)
dec = decimate(z, 10)
errs = [norm(d[0] - g) for d in dec]
print(f"E = {e_band} eV, eta = {eta0} eV: n, layers, |a_n| (eV), error (1/eV)")
for n in range(9):
    print(f"  {n} {2**n:4d}  {norm(dec[n][2]):.2e}  {errs[n]:.2e}")
measured = np.log(errs[6] / errs[7]) / 64
semiclass = eta0 * sum(1 / abs(v) for v in speeds)
assert abs(measured / rate - 1) < 2e-3 and abs(semiclass / rate - 1) < 2e-2
print(f"rate r per layer: measured {measured:.5f}, Bloch {rate:.5f}, "
      f"speeds {semiclass:.5f}")
grow, single = inv(z * I4 - H00), []
for _ in range(600):
    single.append(norm(grow - g))
    grow = inv(z * I4 - H00 - H01 @ grow @ H10)
layers_needed = steps_needed(single) + 1
prefactor = errs[6] * np.exp(rate * 64)
predicted = np.log(prefactor / delta) / rate
n0 = steps_needed(errs)
assert abs(layers_needed - predicted) < 1.5
assert 2**(n0 - 1) < layers_needed <= 2**n0
print(f"prefactor C {prefactor:.3f} 1/eV, predicted layers {predicted:.1f}")
print(f"layers needed one by one {layers_needed}, decimation steps {n0}")


# Step counts against broadening, with the guaranteed bound checked throughout
def bound(eta, layers):
    xi = np.arcsinh(eta / half_width)
    return 4 * np.exp(-2 * layers * xi) / (eta * (1 - np.exp(-xi)))


etas = [0.016, 0.008, 0.004, 0.002, 0.001]
places = [e_band, e_top, e_gap, e_surf]
counts, rates = np.zeros((5, 4), int), np.zeros((5, 4))
surf_err = []
print("eta (eV): steps in band, band top, gap, surface state; bound")
for i, eta in enumerate(etas):
    for j, energy in enumerate(places):
        z = energy + 1j * eta
        dec = decimate(z, 20)
        ref = dec[-1][0]
        g, rates[i, j] = bloch_solution(z)
        assert norm(ref - g) < 1e-6 * norm(g)
        errs = [norm(d[0] - ref) for d in dec]
        counts[i, j] = steps_needed(errs)
        assert all(x <= bound(eta, 2.0**n) + 1e-8 for n, x in enumerate(errs))
    surf_err.append(errs[2])
    safe = next(n for n in range(60) if bound(eta, 2.0**n) < delta)
    assert safe >= counts[i].max()
    print(f"  {eta:.3f}:", *counts[i], ";", safe)
peak = -np.trace(ref).imag * etas[-1]
assert abs(peak / z_surf - 1) < 1e-2
ratio = rates[0] / rates[-1]
assert np.all(np.abs(ratio / np.array([16, 4, 1, 1]) - 1)
              < [0.02, 0.1, 0.01, 0.01])
extra = counts[-1] - counts[0]
assert extra[0] == 4 and extra[1] in (1, 2) and extra[2] == 0
assert extra[3] in (0, 1)
edge_rate = 2 * np.sqrt(etas[-1] / curv)
assert abs(edge_rate / rates[-1, 1] - 1) < 0.03
surf_ratio = surf_err[-1] / surf_err[-2]
assert abs(surf_ratio / 4 - 1) < 0.05
print("rates r at eta 0.016 eV:", *[f"{x:.4f}" for x in rates[0]])
print("rates r at eta 0.001 eV:", *[f"{x:.4f}" for x in rates[-1]])
print(f"band-top rate from curvature at 0.001 eV: {edge_rate:.4f}")
print(f"surface state: 4-layer error ratio on halving eta {surf_ratio:.3f}")
print(f"surface state: eta times -Im Tr G at 0.001 eV {peak:.4f}")

# Scalar chain: closed form for every step and explicit step count
t, energy = 1.0, 0.5
print(f"chain t = {t} eV, E = {energy} eV; eta (eV): steps, predicted 2^n")
for eta in etas:
    z = energy + 1j * eta
    lam = min(np.roots([t, -z, t]), key=abs)
    dec = decimate(z, 20, np.array([[0.0]]), np.array([[t]]))
    values = np.array([d[0][0, 0] for d in dec])
    size = 2.0**np.arange(21)
    closed = lam / t * (1 - lam**(2 * size)) / (1 - lam**(2 * size + 2))
    assert np.max(np.abs(values - closed)) < 1e-7
    n = steps_needed(np.abs(values - lam / t))
    speed = np.sqrt(4 * t**2 - energy**2)
    need = speed / (2 * eta) * np.log(speed / (t**2 * delta))
    assert n == int(np.ceil(np.log2(need)))
    print(f"  {eta:.3f}: {n}  {need:.0f}")

print("tests ok")
```

Output:

```
mass, ky, hop2 (eV, rad, eV): -1.2 0.4 (0.1+0.05j)
gap from -0.6025 to 0.7883 eV
top of upper band 1.5560 eV, half-width D 1.4861 eV
in-band energy 1.2 eV, gap energy 0.0 eV
speeds per layer phase 0.3223, -0.2817 eV
curvature at band top per layer phase^2 0.2744 eV
surface state 0.3931 eV, weight on layer 0 0.9960
error target delta 1e-06 1/eV
step n: matching slab layers, mismatch (1/eV), next best (1/eV)
  0:   1  0.0e+00  9.3e+00
  1:   2  6.6e-15  1.3e+00
  2:   4  4.6e-15  1.3e+00
  3:   8  4.7e-14  5.3e+00
  4:  16  1.8e-14  8.5e-01
  5:  32  2.2e-14  4.6e-01
first moment order that differs for a 3-layer slab: 6
E = 1.2 eV, eta = 0.016 eV: n, layers, |a_n| (eV), error (1/eV)
  0    1  1.01e+00  1.45e+01
  1    2  8.66e-01  4.46e+00
  2    4  1.59e+00  4.01e+00
  3    8  3.35e-01  5.65e+00
  4   16  3.24e-01  1.47e+00
  5   32  1.11e-01  3.12e-01
  6   64  1.76e-02  1.04e-02
  7  128  4.66e-04  1.15e-05
  8  256  3.25e-07  1.40e-11
rate r per layer: measured 0.10641, Bloch 0.10640, speeds 0.10644
prefactor C 9.462 1/eV, predicted layers 151.0
layers needed one by one 151, decimation steps 8
eta (eV): steps in band, band top, gap, surface state; bound
  0.016: 8 5 3 3 ; 11
  0.008: 9 6 3 3 ; 12
  0.004: 10 6 3 3 ; 13
  0.002: 11 7 3 3 ; 14
  0.001: 12 7 3 3 ; 15
rates r at eta 0.016 eV: 0.1064 0.4849 3.5501 3.4355
rates r at eta 0.001 eV: 0.0067 0.1208 3.5497 3.4347
band-top rate from curvature at 0.001 eV: 0.1207
surface state: 4-layer error ratio on halving eta 3.999
surface state: eta times -Im Tr G at 0.001 eV 0.9960
chain t = 1.0 eV, E = 0.5 eV; eta (eV): steps, predicted 2^n
  0.016: 10  876
  0.008: 11  1752
  0.004: 12  3504
  0.002: 13  7008
  0.001: 14  14017
tests ok
```
